# Which derivative is continuous where the effective mass changes?

An electron passes from a metal electrode, with effective mass \(m_e\), into a dielectric with effective mass \(m_d\). What happens to the slope of its wavefunction at the interface? Suppose that \(\psi\) is continuous and that the interface is abrupt, with no length or energy of its own. Suppose also that the matching rule depends neither on the electron's energy nor on the finite potentials on the two sides, since these could otherwise be combined with a mass and \(\hbar\) to form a length. A linear matching rule then cannot add a multiple of \(\psi\) to \(\psi'\), because that multiple would need an inverse length. What remains is

\[
\psi'_d=f\!\left(\frac{m_d}{m_e}\right)\psi'_e ,
\]

with a dimensionless function \(f\). Dimensions go no further, but a symmetry does. The overall phase of \(\psi\) is arbitrary, and the conserved quantity that belongs to this freedom is probability, with the current

\[
j=\frac{\hbar}{m}\,\mathrm{Im}(\psi^*\psi').
\]

In a stationary state \(j\) must be equal on the two sides. With \(\psi\) continuous and \(f\) real, this requires \(f/m_d=1/m_e\), so \(f=m_d/m_e\). The continuous quantity is \(\psi'/m\).

## The belief and its appeal

The belief examined here is that \(\psi\) and \(\psi'\) are both continuous wherever the potential is finite. For a constant mass this is correct. There

\[
\psi''=\frac{2m}{\hbar^2}(V-E)\psi ,
\]

and a finite jump of \(V\) gives only a finite jump of \(\psi''\), so \(\psi'\) has no jump. At a mass step the same equation holds on each side with the local mass, and it is tempting to carry it across the interface.

That amounts to choosing a Hamiltonian. The operator \(-(\hbar^2/2m(x))\,d^2/dx^2+V\) does make \(\psi'\) continuous, but it is not Hermitian when \(m\) varies. The BenDaniel-Duke Hamiltonian is

\[
H=-\frac{\hbar^2}{2}\frac{d}{dx}\frac{1}{m(x)}\frac{d}{dx}+V(x).
\]

Here \(\psi\) is an envelope function, \(V\) is real and finite, and there is no delta-function term at the interface. The two operators agree wherever \(m\) is constant and differ at the step.

## What the Hamiltonian requires

The current comes first. From \(i\hbar\,\partial_t\psi=H\psi\),

\[
\partial_t|\psi|^2=2\,\mathrm{Re}(\psi^*\partial_t\psi)=\frac{2}{\hbar}\mathrm{Im}(\psi^*H\psi)
=-\hbar\,\mathrm{Im}\!\left[\psi^*\left(\frac{\psi'}{m}\right)'\right].
\]

The potential has dropped out because \(V|\psi|^2\) is real. Since

\[
\left(\frac{\psi^*\psi'}{m}\right)'=\frac{|\psi'|^2}{m}+\psi^*\left(\frac{\psi'}{m}\right)'
\]

and the first term on the right is real, \(\partial_t|\psi|^2=-\partial_x j\), with the \(j\) given above.

For the matching rule, write \(H\psi=E\psi\) as two first-order equations with \(\chi=\psi'/m\):

\[
\psi'=m\chi,\qquad \chi'=\frac{2}{\hbar^2}(V-E)\psi .
\]

Let the mass change over a width \(w\). All coefficients are bounded, so \(\psi\) and \(\chi\) stay bounded, and each changes across the layer by an amount of order \(w\). As \(w\to0\), both become continuous.

The slope itself does change. Expanding the derivative gives

\[
\psi''=\frac{m'}{m}\psi'+\frac{2m}{\hbar^2}(V-E)\psi .
\]

The first term, which the belief omits, grows as \(1/w\) and leaves a finite change of \(\psi'\). This expanded equation was integrated numerically through a smooth transition from \(m_e=1\) to \(m_d=0.5\) free-electron masses, for the injection example below, with no matching rule imposed. For widths of 0.01, 0.001 and 0.0001 nm, the ratio \(\psi'_d/\psi'_e\) was 0.5241, 0.5021 and 0.5002. The distance from \(m_d/m_e=0.5\) falls about tenfold at each stage, as a change of order \(w\) should. These widths are steps towards a mathematical limit, not physical interfaces.

## A step that creates electrons

Both rules can be followed together by writing

\[
\psi'_e=q\,\psi'_d,\qquad g=\frac{m_e}{m_d}.
\]

The correct rule has \(q=g\) and the mistaken one \(q=1\). Take no potential step at all. A wave of unit amplitude and wavenumber \(k_1\) arrives from the electrode, and \(k_2\) is the wavenumber beyond. Matching gives

\[
1+r=t,\qquad k_1(1-r)=qk_2t .
\]

Multiplying the first equation by \(k_1\) and adding the second gives \(2k_1=(k_1+qk_2)t\). Hence

\[
t=\frac{2k_1}{k_1+qk_2},\qquad r=t-1=\frac{k_1-qk_2}{k_1+qk_2}.
\]

The reflected fraction is \(R=r^2\). The transmitted fraction contains the ratio of velocities:

\[
T=t^2\,\frac{k_2/m_d}{k_1/m_e}=\frac{4g\,k_1k_2}{(k_1+qk_2)^2},\qquad
1-R=\frac{4q\,k_1k_2}{(k_1+qk_2)^2}.
\]

Therefore

\[
T=\frac{g}{q}(1-R).
\]

At 1 eV the wavenumbers are 5.123 and 3.623 nm⁻¹. The correct rule gives \(T=0.971\) and \(R=0.029\), with sum 1. The mistaken rule gives \(T=1.941\) and the same \(R\), with sum 1.971: nearly two electrons leave for each one that arrives.

The equal reflections have a simple origin. Without a potential step \(k_2/k_1=1/\sqrt g\), so \(r=(1-\sqrt g)/(1+\sqrt g)\) for \(q=g\), and \(r\) has the opposite sign for \(q=1\). A calculation that looks at \(R\) alone would miss the fault here.

## Where the fault stays hidden

If \(\psi\) can be taken real, as in a nondegenerate bound state, \(j=0\) on both sides and no jump of current appears. The mistaken rule still does damage. Consider a closed box with \(V=0\) and 1 nm of each mass. With \(\psi\) and \(\psi'\) continuous, two real eigenfunctions obey \(-(\hbar^2/2)\varphi_n''=E_nm\varphi_n\), and

\[
(E_1-E_2)\int m\,\varphi_1\varphi_2\,dx=-\frac{\hbar^2}{2}\int(\varphi_2\varphi_1'-\varphi_1\varphi_2')'\,dx=0 ,
\]

because the bracket vanishes at the walls and is continuous at the step. The states are orthogonal with weight \(m\), not with weight 1. For the two lowest normalized states the ordinary overlap has size \(|S|=0.251\). The norm of their equal superposition is

\[
\int|\psi|^2dx=1+S\cos\frac{(E_2-E_1)t}{\hbar},
\]

so the probability of finding the electron somewhere swings between 0.749 and 1.251.

The levels differ too. The mistaken rule gives 0.122 and 0.542 eV, the correct one 0.137 and 0.492 eV. A separate calculation made the energy \(\int\hbar^2|\psi'|^2/2m\,dx\) stationary at fixed norm, imposing continuity on \(\psi\) but nothing on its slope. It reproduced the correct pair. The reason is that varying \(\psi\) at the interface leaves a term proportional to \((\psi'_e/m_e-\psi'_d/m_d)\,\delta\psi\), which must vanish for every \(\delta\psi\).

A second hiding place is a dielectric between two equal electrodes. Under the mistaken rule \(\mathrm{Im}(\psi^*\psi')\) is the same everywhere. The two electrodes have the same mass, so their currents agree and \(T+R=1\). Inside the dielectric the current is \(g\) times larger.

For a thick flat barrier of height \(\varphi\) above the electron's energy, let \(\kappa=\sqrt{2m_d\varphi}/\hbar\). At the entrance keep the decaying wave \(ae^{-\kappa x}\). Then \(1+r=a\) and \(ik(1-r)=-q\kappa a\) give \(a=2ik/(ik-q\kappa)\). At the exit, at \(x=d\), the arriving amplitude \(A=ae^{-\kappa d}\) and a reflected amplitude \(b\) satisfy

\[
A+b=t,\qquad q\kappa(b-A)=ikt .
\]

Subtracting the second equation from \(q\kappa\) times the first gives \(2q\kappa A=(q\kappa-ik)t\), and so

\[
T\simeq\frac{16q^2k^2\kappa^2}{(k^2+q^2\kappa^2)^2}\,e^{-2\kappa d}.
\]

Take \(d=1\) nm, \(\varphi=3\) eV, \(k=13.555\) nm⁻¹ and \(\kappa=6.275\) nm⁻¹. The full matching calculation gives \(T=1.41\times10^{-5}\) for the correct rule and \(0.82\times10^{-5}\) for the mistaken one. In the second case the current inside is \(1.65\times10^{-5}\) of the incident current, twice what emerges. The outer balance is perfect, yet the transmission is 42% below the correct value.

## Injection into a low-k dielectric

Now let a field tilt the barrier, so that the electron emerges into the conduction band of the dielectric. Take an electrode with Fermi energy \(E_F=7\) eV, a barrier \(\varphi=3\) eV above the Fermi level, and a field \(F=6\) MV/cm, or 0.6 V/nm. The masses are as before, so \(g=2\). An electron at the Fermi level with normal incidence emerges at \(\varphi/eF=5\) nm.

In the dielectric \(V-E=\varphi-eFx\). Define

\[
l=\left(\frac{\hbar^2}{2m_deF}\right)^{1/3},\qquad \zeta=\frac{\varphi/eF-x}{l}.
\]

Then \(V-E=eFl\,\zeta\), and the wave equation becomes \(d^2\psi/d\zeta^2=\zeta\psi\), Airy's equation. The outgoing solution is \(\psi=cu\) with \(u=\mathrm{Bi}(\zeta)+i\,\mathrm{Ai}(\zeta)\): far beyond the barrier its phase is \(\tfrac23(-\zeta)^{3/2}+\pi/4\), which grows with \(x\). Because \(d\zeta/dx=-1/l\),

\[
\mathrm{Im}(u^*u')=\frac{\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}}{l}=\frac{1}{\pi l}.
\]

At the interface \(1+r=cu_0\) and \(ik(1-r)=qcu_0'\). Multiplying the first by \(ik\) and adding gives

\[
c=\frac{2ik}{iku_0+qu_0'},\qquad T=\frac{g|c|^2}{\pi lk},\qquad 1-R=\frac{q|c|^2}{\pi lk}.
\]

For a thick barrier \(\mathrm{Ai}\) is negligible at the interface and \(u_0'\simeq-\kappa u_0\). With \(\zeta_0=\varphi/(eFl)\), the asymptotic form of \(\mathrm{Bi}\) gives \(1/u_0^2\simeq\pi\sqrt{\zeta_0}\,e^{-2S_b}\). Since \(\sqrt{\zeta_0}=\kappa l\),

\[
T\simeq\frac{4g\,k\kappa}{k^2+q^2\kappa^2}\,e^{-2S_b},\qquad
2S_b=\frac43\zeta_0^{3/2}=\frac43\,\frac{\kappa\varphi}{eF}.
\]

Here \(2S_b=\tfrac43(6.275)(5)=41.8\). The correct rule gives \(T=1.36\times10^{-18}\), both in this approximation and from the Airy functions. The mistaken rule multiplies the current in the dielectric by

\[
\frac{k^2+g^2\kappa^2}{k^2+\kappa^2}=\frac{183.7+157.5}{183.7+39.4}=1.53 ,
\]

against 1.52 from the Airy functions. The electrode meanwhile loses 0.76 of the correct current. One calculation thus returns two injection currents, one too high and one too low, whose ratio is \(g=2\).

In the thick-barrier limit the electrode figure would be correct by accident if \(k^2+g^2\kappa^2=g(k^2+\kappa^2)\). For \(g\ne1\) this means \(k^2=g\kappa^2\), or \(E_F=\varphi\). For equal masses the two rules coincide.

To obtain a current density, sum over occupied states at zero temperature. The density of states is \(2/(2\pi)^3\), and \(v_x\,dk_x=dE/\hbar\) at fixed transverse wavevector. With \(E_\parallel=\hbar^2k_\parallel^2/2m_e\), \(d^2k_\parallel\) becomes \(2\pi m_e\,dE_\parallel/\hbar^2\), so

\[
J=\frac{em_e}{2\pi^2\hbar^3}\int dE\int dE_\parallel\,T(E,E_\parallel).
\]

The transverse wavevector is conserved, and the same wavevector costs \(gE_\parallel\) in the dielectric. The barrier is therefore \(\varphi+(E_F-E)+gE_\parallel\). The correct rule gives \(J=2.5\times10^{-11}\) A/cm². The mistaken one gives \(3.8\times10^{-11}\) in the dielectric and \(1.9\times10^{-11}\) in the electrode.

## Beside a real film

The parameters are rough values for a copper-like electrode on an organosilicate low-k film. The 3 eV barrier is an assumed value; barriers reported for metals on such films are often nearer 4 eV. The field is near breakdown, far above normal operating fields, and real copper lines usually have a liner that changes the barrier. The following factors on the tunnelling probability were each estimated alone, with the other parameters fixed. Those for the image force, the two-band dispersion and the trap discussed below come from the change of the exponent only:

- Image-force lowering, with optical permittivity 2, raises it about 22 times.
- Two-band dispersion with an 8 eV gap, which reduces \(\kappa^2\) deep in the gap, raises it about 160 times. A mass already fitted with parabolic dispersion may contain part of this. In a Kane-type two-band model the mass that enters the matching also changes, to \(m_d(1-\varphi/E_g)=0.31\) at the interface, with \(E_g\) the gap. Then \(g=3.2\), and the thick-barrier matching factor is about 2.1 rather than 1.53.
- A dielectric mass 10% larger multiplies it by 0.13.
- A barrier 0.1 eV higher multiplies it by 0.12, since \(d(2S_b)/d\varphi=2\kappa/eF\approx21\) eV⁻¹. A 4 eV barrier multiplies it by about \(2\times10^{-10}\), while the matching factor moves only from 1.5 to 1.7.
- Grading mass and potential over 0.3 nm multiplies it by 1.3 for the smooth profile used here, centred on the interface. The factor depends on shape and position: a centred linear profile gives 1.7, and the smooth profile placed wholly on the electrode side or wholly on the dielectric side gives 0.2 or 9.
- At 378 K, the sum over energies at normal incidence rises 2.5 times.

Reaching a trap 1 eV below the conduction band is about 3000 times more probable than crossing the whole barrier, before the density of traps is counted. Traps may therefore dominate the leakage, and the calculated \(J\) is not a prediction of it. Most of these factors exceed the matching error. They change the physical model, however, whereas the mistaken rule gives different currents at two places with different effective masses, even though the same electrons cross both.

## What conservation alone does not decide

The opening argument assumed that \(\psi\) is continuous. Another Hermitian ordering of the kinetic energy, \(\tfrac12m^{-1/2}p^2m^{-1/2}\), makes \(\eta=m^{-1/2}\psi\) and \(\eta'\) continuous. Its current, \(\hbar\,\mathrm{Im}(\eta^*\eta')\), is conserved as well. For the injection example it gives \(T=1-R=1.03\times10^{-18}\), 24% below the BenDaniel-Duke value. This equals the electrode loss found with the mistaken rule, because \(\eta\) obeys the same equation and matching as \(\psi\) did there, and so has the same reflection.

Current conservation therefore rejects continuous \(\psi\) together with continuous \(\psi'\), but it does not by itself select continuous \(\psi'/m\). The BenDaniel-Duke Hamiltonian does that. Whether this Hamiltonian suits a given interface is a separate question: a strong interface potential, or bands that mix there, would call for a different matching rule. The numerical output below gives the values in full.

## Computed values

```
masses m_e, m_d: 1.0, 0.5 m0; ratio g = 2.0
Fermi energy 7.0 eV, barrier 3.0 eV, field 6.0 MV/cm
k = 13.555 /nm, kappa = 6.275 /nm, exit at 5.00 nm
flat step at 1.0 eV, k = 5.123 and 3.623 /nm
  right rule: T = 0.9706, R = 0.0294, sum = 1.0000
  wrong rule: T = 1.9411, R = 0.0294, sum = 1.9706
  graded 0.001 nm, no rule: T = 0.9706, R = 0.0294
box, 1.0 nm of each mass, two lowest levels in eV:
  right rule 0.1366, 0.4918; overlap size 2e-14
  wrong rule 0.1221, 0.5417; overlap size 0.2513
  energy minimization 0.1366, 0.4918
  wrong-rule norm of equal superposition: 0.749 to 1.251
injection at the Fermi level, normal incidence:
  right rule: T = 1.3592e-18, 1-R = 1.3592e-18
  wrong rule: T = 2.0692e-18, 1-R = 1.0346e-18
  wrong T/(1-R) = 2.0000
  wrong/right: dielectric flux 1.5223, electrode loss 0.7612
  other ordering: T = 1.0346e-18, 1-R = 1.0346e-18
  thick barrier: 2S = 41.830, T = 1.3583e-18, wrong/right = 1.5294
graded interface: width (nm), psi' ratio dielectric/electrode, T
  0.0100  0.52405  1.3594e-18
  0.0010  0.50214  1.3592e-18
  0.0001  0.50021  1.3592e-18
equal electrodes, 1.0 nm flat barrier of 3.0 eV:
  right rule: T = 1.4108e-05, inside flux = 1.4108e-05
  wrong rule: T = 8.2499e-06, inside flux = 1.6500e-05
  wrong/right T = 0.5848; T+R = 1 in both cases
J right = 2.460e-11 A/cm2, linearized = 2.514e-11 A/cm2
J wrong: dielectric 3.790e-11, electrode 1.895e-11 A/cm2
neglected effects, factor on the tunnelling probability:
  image force, optical permittivity 2.0: 22.0
  two-band dispersion, gap 8.0 eV: 160.5
  dielectric mass 10% larger: 0.129
  interface graded over 0.3 nm: 1.337
  0.05 eV of transverse energy: 0.122
  378 K, energy-summed normal flux: 2.48
  reaching a trap 1.0 eV deep, before trap density: 3135
```
